# El-Sayed's rule for carbonyls, derived from orbitals and from symmetry, part 3

El-Sayed's rule says that singlet–triplet spin–orbit coupling in a carbonyl is large when the orbital type changes (${}^1n\pi^*$–${}^3\pi\pi^*$) and absent otherwise. A first derivation used one-centre matrix elements, a second reflection symmetry.

Atomic units are used; $\alpha$ is the fine-structure constant. C=O lies along $z$, the molecule in the $yz$ plane. The bare nuclear operator is

$$\mathbf h=\sum_A \xi_A(r_A)\,\mathbf l_A,\qquad \xi_A=\frac{\alpha^2Z_A}{2r_A^3},\qquad \mathbf l_A=\mathbf r_A\times\mathbf p. \tag{2}$$

For real orbitals $h^k_{pq}=-h^k_{qp}$. For p functions on one atom,

$$\langle p_a|l_c|p_b\rangle=-i\,\epsilon_{cab}. \tag{4}$$

Excitations $i\to a$, $j\to b$ from the closed shell $|0\rangle$ give singlets $S_{ia}$ and triplet sublevels $T_{jb,l}$, $l=x,y,z$:

$$\langle S_{ia}|H_{SO}|T_{jb,l}\rangle=\tfrac12\left(\delta_{ij}\,h^l_{ab}-\delta_{ab}\,h^l_{ji}\right). \tag{11}$$

$$\langle0|H_{SO}|T_{jb,l}\rangle=\frac{h^l_{jb}}{\sqrt2}. \tag{12}$$

On oxygen, $n$ is $c_nR_np_y$ and $\pi$ is $c_\pi R_\pi p_x$:

$$h^l_{\pi n}\approx\zeta_{\mathrm O}\,c_\pi c_n\,\langle p_x|l_l|p_y\rangle,\qquad \zeta_{\mathrm O}=\int_0^\infty R_\pi\,\xi_{\mathrm O}R_n\,r^2dr=\frac{\alpha^2Z_{\mathrm O}}{2}\int_0^\infty\frac{R_\pi R_n}{r}\,dr. \tag{13}$$

The last integral is $\langle r^{-3}\rangle$.

$$\langle{}^1n\pi^*|H_{SO}|{}^3\pi\pi^*,z\rangle=-\tfrac12h^z_{\pi n}\approx\frac i2\,\zeta_{\mathrm O}\,c_nc_\pi. \tag{15}$$

Exchanging the spins reverses its sign.

$$\langle S_{ia}|H_{SO}|T_{ia,l}\rangle=\tfrac12\left(h^l_{aa}-h^l_{ii}\right)=0 \tag{16}$$

$$h^l_{\pi_2\pi_1}=0\quad\text{at the one-centre p–p level.} \tag{17}$$

Reflections $\hat\sigma_x$, $\hat\sigma_y$ reverse $x$, $y$. With parities $\chi$, and $H^l$ the part of $H_{SO}$ containing $s_l$,

$$\langle S|H^l|T_l\rangle=\langle\hat\sigma S|\,\hat\sigma H^l\hat\sigma\,|\hat\sigma T_l\rangle=\chi_S\,\chi_l\,\chi_T\,\langle S|H^l|T_l\rangle. \tag{19}$$

Under $(\hat\sigma_x,\hat\sigma_y)$, $H^x$ is $(+,-)$, $H^y$ $(-,+)$, $H^z$ $(-,-)$; in formaldehyde $n\pi^*$ is $(-,-)$, $A_2$, and $\pi\pi^*$ $(+,+)$, $A_1$.

Screening gives the mean-field (SOMF) operator

$$\bar h^k_{pq}=h^k_{pq}+\sum_c\left(2g^k_{pq,cc}-3g^k_{pc,cq}-3g^k_{cq,pc}\right), \tag{20}$$

with $c$ occupied and $g^k_{pq,rs}$ the two-electron integrals of $\mathbf g(i,j)=\frac{\alpha^2}{2}\left(\nabla_i\frac1{r_{ij}}\right)\times\mathbf p_i$.

For configuration interaction with single excitations (CIS), with normalised real singlet and triplet amplitudes $X$, $Y$, the excited-state and ground-state couplings are

$$V_l=\tfrac12\Big[\sum_{iab}X_{ia}h^l_{ab}Y_{ib}-\sum_{ija}X_{ia}h^l_{ji}Y_{ja}\Big],\qquad V_l^{(0)}=\frac1{\sqrt2}\sum_{jb}h^l_{jb}Y_{jb}. \tag{21}$$

$|V|$ is the root of the summed squared couplings over $l$.

### Formaldehyde

The calculation is restricted Hartree–Fock in the 6-31G* basis, with five spherical d functions on carbon and oxygen and only s functions on hydrogen. The geometry is idealised, with C=O 1.21 Å, C–H 1.10 Å and all angles 120°. The total energy is $-113.863902\ E_h$. The orbital $\pi$ is the only occupied orbital odd under $\hat\sigma_x$, and $n$ is the highest occupied even one. Matrix elements of $\mathbf h$ and $\mathbf g$ are analytic Gaussian integrals. The radial functions of (13) are read off along the $y$ and $x$ directions from the oxygen nucleus and integrated by 240-point Gauss–Legendre quadrature in $\ln r$. Two decimals are carried so that the sums can be followed. The values are not converged in the basis set, which matters for an operator weighted near the nucleus. In 6-311G* the couplings given below rise by 5 to 8%: the full bare element from 60.45 to 63.68 (64.89 with two added tight p functions on each heavy atom), the mean-field element from 37.99 to 40.66, and the three allowed CIS values from 40.47, 48.36 and 60.96 to 43.27, 51.58 and $65.68\ \mathrm{cm^{-1}}$. The digits shown should not be read as physical accuracy.

The quadrature gives $c_n=0.867$, $c_\pi=0.734$ and $\langle r^{-3}\rangle=4.243\ \mathrm{bohr}^{-3}$. The coefficients are norms of the oxygen parts, not populations, because functions on different atoms overlap. With $\alpha^2/2=2.66257\times10^{-5}$, $Z_{\mathrm O}=8$ and $1\ E_h=219474.6\ \mathrm{cm^{-1}}$,

$$\zeta_{\mathrm O}=2.66257\times10^{-5}\times8\times4.243\times219474.6\ \mathrm{cm^{-1}}=198.4\ \mathrm{cm^{-1}},$$

$$\tfrac12\zeta_{\mathrm O}c_nc_\pi=\tfrac12\times198.4\times0.867\times0.734=63.1\ \mathrm{cm^{-1}},$$

or $63.15\ \mathrm{cm^{-1}}$ with unrounded factors. This is the imaginary part of (15) for the bare nucleus. The one-centre term on carbon is $-3.84\ \mathrm{cm^{-1}}$. Read with the p–p formula, the negative sign means that the carbon $p_y$ part of $n$ has the opposite sign to its oxygen part, since the bonding $\pi$ orbital has equal signs on the two atoms. All one-centre terms together give $59.32\ \mathrm{cm^{-1}}$, which equals $63.15-3.84$ within rounding. Hydrogen has only s functions and gives nothing, so the oxygen d terms are of the order of $0.01\ \mathrm{cm^{-1}}$ at most. The full bare operator gives $60.45\ \mathrm{cm^{-1}}$. The multicentre terms are therefore $60.45-59.32=1.13\ \mathrm{cm^{-1}}$, which is 1.9% of the full value, and the oxygen formula (15) alone exceeds the full value by $2.70\ \mathrm{cm^{-1}}$, or 4.5% of it.

The SOMF operator (20) lowers the element to $37.99\ \mathrm{cm^{-1}}$, a factor $37.99/60.45=0.628$. The single-configuration result is about $38\ \mathrm{cm^{-1}}$, or 4.7 meV. The $x$ and $y$ components are zero to machine precision, as (19) requires.

For CIS, the $n\pi^*$ state of each spin is the lowest one with more than half its weight in excitations from an even to an odd orbital, and the $\pi\pi^*$ state is the lowest with more than half in odd-to-odd excitations. The vertical energies, with the largest squared amplitude in parentheses, are ${}^3n\pi^*$ 3.79 eV (0.965), ${}^1n\pi^*$ 4.61 eV (0.968), ${}^3\pi\pi^*$ 4.77 eV (0.972) and ${}^1\pi\pi^*$ 10.21 eV (0.879). Equation (21) with the SOMF operator gives $|V|$ in $\mathrm{cm^{-1}}$:

| singlet | ${}^3n\pi^*$ | ${}^3\pi\pi^*$ |
|---|---|---|
| ${}^1n\pi^*$ | 0.000 | 40.47 |
| ${}^1\pi\pi^*$ | 48.36 | 0.000 |
| ground state | 60.96 | 0.000 |

Both excited-state couplings are carried by $T_z$ alone. The ${}^1n\pi^*$–${}^3\pi\pi^*$ value is about $40\ \mathrm{cm^{-1}}$, or 5.0 meV.

Both allowed values exceed the single-configuration 37.99, and they are unequal, although (15) gives them the same magnitude. The $n$–$\pi$ hole term can differ between the two pairs but cannot cause the excess. In (21) it is $\frac12|\bar h^z_{\pi n}|$ times $\sum_a(X_{na}Y_{\pi a}-X_{\pi a}Y_{na})$, the second product entering through $\bar h^z_{n\pi}=-\bar h^z_{\pi n}$. This is a scalar product of parts of the normalised vectors $X$ and $Y$, and the Cauchy–Schwarz inequality bounds that sum by 1 in magnitude. The excess comes from minor configurations. Equation (21) admits, for example, an $n\to\sigma^*$ configuration in the $A_1$ singlet, with $\sigma^*$ odd under $\hat\sigma_y$, which couples to $n\to\pi^*$ through a $p_y$–$p_x$ element. That such terms dominate the excess for ${}^1\pi\pi^*$, the most mixed of the four states, is a conjecture.

At this geometry and level the allowed partner of ${}^1n\pi^*$ lies above it by $4.77-4.61=0.16$ eV, and the triplet below it is the forbidden one. The small margin is an artefact of CIS, which omits electron correlation and places ${}^3\pi\pi^*$ too low. The second-order doubles correction CIS(D) in the same basis gives 4.13 eV for ${}^1n\pi^*$ and 6.22 eV for ${}^3\pi\pi^*$, so the ordering is kept and the gap widens to about 2 eV. The case shows that an allowed matrix element does not by itself provide an open channel.

### Acrolein

In planar s-trans acrolein, $\mathrm{O{=}CH{-}CH{=}CH_2}$, the group is $C_s$ and symmetry does not remove the like-to-like elements. The level of theory is the same, with chosen bond lengths C=O 1.21, C–C 1.47, C=C 1.34, aldehyde C–H 1.10 and vinyl C–H 1.09 Å and all angles 120°. The total energy is $-190.758051\ E_h$. The bare nuclear operator (2) is used, so the allowed values compare with 60.45 for formaldehyde and not with 37.99.

There are two occupied $\pi$ orbitals, $\pi_1$ below $\pi_2$. For single configurations that share the excited orbital, (11) gives $|V|=\frac12|\mathbf h_{\pi_1n}|=55.29\ \mathrm{cm^{-1}}$ and $\frac12|\mathbf h_{\pi_2n}|=26.56\ \mathrm{cm^{-1}}$ for the change of type, against $\frac12|\mathbf h_{\pi_2\pi_1}|=0.0095\ \mathrm{cm^{-1}}$ for like-to-like. Among all pairs drawn from the two occupied and the two lowest empty $\pi$ orbitals, the largest value of $\frac12|h|$ is $0.62\ \mathrm{cm^{-1}}$, which is 1.1% of 55.29. Its one-centre p–p part is zero to machine precision, in line with (17), so the remainder consists of multicentre and d terms. The multicentre terms supply 0.61 of it and the d terms 0.01. The pair is $\pi_2$ with the second empty $\pi$ orbital, so it enters a coupling with the ground state through (12), as $|h|/\sqrt2=0.88\ \mathrm{cm^{-1}}$.

The CIS states, selected as before, are ${}^3\pi\pi^*$ 3.12 eV (0.872), ${}^3n\pi^*$ 3.97 eV (0.763), ${}^1n\pi^*$ 4.71 eV (0.778) and ${}^1\pi\pi^*$ 7.40 eV (0.934). In CIS both triplets lie below ${}^1n\pi^*$, but this ordering is not reliable. CIS(D) in the same basis gives 3.56 eV for ${}^3n\pi^*$, 3.97 eV for ${}^1n\pi^*$ and 4.11 eV for ${}^3\pi\pi^*$, which puts the allowed partner slightly above the singlet at this geometry. The couplings $|V|$ in $\mathrm{cm^{-1}}$ are:

| singlet | ${}^3n\pi^*$ | ${}^3\pi\pi^*$ |
|---|---|---|
| ${}^1n\pi^*$ | 0.165 | 27.90 |
| ${}^1\pi\pi^*$ | 33.04 | 0.061 |
| ground state | 90.44 | 0.302 |

The two like-to-like elements between excited states are pure $x$ components and the two allowed ones have no $x$ component, as (19) requires for $C_s$. The allowed ones are almost pure $z$, with $y$ components of 0.034 and $0.95\ \mathrm{cm^{-1}}$. At the one-centre level a $y$ component needs $p_z$ character in an in-plane orbital, so these small values are consistent with a hole of the $n\pi^*$ states that stays close to the $p_y$ direction. The $p_z$ content was not computed, and cancellation between terms is not excluded. For ${}^1n\pi^*$ the ratio of the like-to-like to the allowed element is $0.165/27.90=0.0059$, and the ratio of the squared elements that enter the golden rule is $0.0059^2\approx3.5\times10^{-5}$. The small CIS elements come in large part from one-centre p–p terms of minor configurations (0.157 of the 0.165, 0.038 of the 0.061 and 0.146 of the 0.302), and the rest is mainly multicentre. The screening factor found for the allowed element in formaldehyde cannot be assumed to hold for them, and neither screening nor a second basis set was applied, so they show that the elements are small and do not fix their size.

### What each derivation assumes

The first derivation rests on four assumptions: a one-electron or mean-field operator, states built from single excitations out of a closed shell with one set of real orbitals, the dominance of one-centre terms, and the assignment of $n$ to $p_y$ and of every $\pi$ orbital to $p_x$. They are not all used for every statement. The same-configuration zero (16) uses the first two and needs no symmetry and no planarity. The statement (17) for different $\pi$ orbitals uses all four, and planarity enters through the last. The magnitude (15) uses all four as well, and in formaldehyde the third costs 1.9% of the full bare element when both heavy atoms are kept.

The second derivation assumes the form of the operator only to the extent that it is linear in the spins and that its spatial components have the parities of an axial vector. It assumes a geometry with exact reflection symmetry and states whose parities are known. It needs no orbitals, no mean field and no limit on correlation. Where it gives a zero, the zero is stronger than that of the first derivation, because it also covers the two-electron terms beyond (20) and the difference between singlet and triplet amplitudes in (21), about which (16) is silent. Where it gives permission, it gives no size. It cannot tell the $27.90\ \mathrm{cm^{-1}}$ of acrolein from the $0.165\ \mathrm{cm^{-1}}$, since both are allowed in $C_s$, and it would not notice if an allowed element were small because the $\pi$ hole avoided oxygen.

The two arguments agree on formaldehyde because (4) and (19) express the same geometry there. The condition that $a$, $b$ and $c$ all differ in $\epsilon_{cab}$ is the condition that the product $p_al_cp_b$ be even under each of the three coordinate reflections through the nucleus: $p_a$ is odd under the reflection of $x_a$ only, $l_c$ is odd under the two reflections other than that of $x_c$, and for $a=b$ the two odd signs of $l_c$ are left uncancelled. The one-centre approximation therefore gives every atom the reflection symmetry of a free atom, whether or not the molecule has it. This is why, for single configurations, the rule survives the loss of $\hat\sigma_y$ in acrolein, with a remainder between different $\pi$ orbitals made of multicentre and one-centre d terms. For the singlet and triplet CIS states of like character the element vanishes when $X=Y$, so all of it comes from the difference between singlet and triplet amplitudes in (21). That difference brings in minor configurations, which can also couple through one-centre p–p terms, since $h^x$ connects the $p_y$ and $p_z$ parts of in-plane orbitals.

The two derivations fail under different conditions. An in-plane substitution that removes $\hat\sigma_y$ destroys the symmetry zero and leaves the one-centre argument intact. Strong mixing of configurations within $C_{2v}$ spoils the estimate (15), as the value 48.36 against 37.99 shows, and leaves the symmetry zero intact. An out-of-plane displacement removes $\hat\sigma_x$ and with it (17). In formaldehyde the out-of-plane bend moves both hydrogen atoms to the same side and keeps $\hat\sigma_y$, under which $n\pi^*$ is odd and $\pi\pi^*$ even, so these two states still do not mix, and (19) with $\hat\sigma_y$ alone allows a like-to-like element through $H^y$. In a molecule such as acrolein, whose only reflection is $\hat\sigma_x$, no parity label is left. The states called $n\pi^*$ and $\pi\pi^*$ can then mix in first order in the displacement, the singlet and the triplet in general by different amounts. If ${}^1n\pi^*$ acquires a small real amplitude $\lambda_S$ of ${}^1\pi\pi^*$ and ${}^3n\pi^*$ an amplitude $\lambda_T$ of ${}^3\pi\pi^*$, the like-to-like element gains $\lambda_S\langle{}^1\pi\pi^*|H_{SO}|{}^3n\pi^*\rangle+\lambda_T\langle{}^1n\pi^*|H_{SO}|{}^3\pi\pi^*\rangle$. For single configurations the two allowed elements are equal and opposite, as found after (15), and the borrowed term is proportional to $\lambda_T-\lambda_S$. For the CIS states of acrolein their magnitudes differ, 33.04 against 27.90, so equal amplitudes do not cancel completely. Molecules vibrate along such coordinates, so a channel that is forbidden at the planar geometry has a rate that is reduced but need not be zero.
